# Why a metal-screened quasiparticle level needs no added image correction

**Q:** I have a quasiparticle calculation of a metal on silicon, with the metal's screening included, and it gives me the conduction-band level near the contact. To get the emission barrier I now subtract the image-force lowering. The calculation handles exchange and correlation, and the image force is classical electrostatics, so I need both.

**A:** Whether they are separate depends on what the metal does to your self-energy. Suppose the same calculation is repeated with the metal's response removed. By how much would the level at distance $z$ from the metal change?

**Q:** I assumed a small correction to the gap, unrelated to the image force. How would I calculate it?

**A:** Start with the interaction. Let the metal fill $z<0$ and the semiconductor, of permittivity $\varepsilon_s=\varepsilon_r\varepsilon_0$, fill $z>0$. Write $W$ for the static screened interaction energy of two electrons with the metal present, $W_b$ for the same without it, and $\Delta W=W-W_b$.

For a unit source at $z'>0$ and lateral wavevector $k$, Poisson's equation is $-\varepsilon_s(\phi''-k^2\phi)=\delta(z-z')$. Its solution in the semiconductor is

$$\phi=\frac{e^{-k|z-z'|}+r\,e^{-k(z+z')}}{2\varepsilon_s k}.$$

The first term is the metal-free solution and the second is the metal's response. An ideal metal holds $\phi(0)=0$, so $r=-1$. Transforming the second term back at equal lateral position, with $d^2k/(2\pi)^2\to k\,dk/(2\pi)$, gives

$$\Delta W(z,z')=-e^2\int_0^\infty\frac{k\,dk}{2\pi}\,\frac{e^{-k(z+z')}}{2\varepsilon_s k}=-\frac{e^2}{4\pi\varepsilon_s(z+z')}.$$

With $A=e^2/(16\pi\varepsilon_s)$ this is $-4A/(z+z')$, so $\Delta W(z,z)=-2A/z$.

**Q:** The classical image energy is $-A/z$, half of that. Where does the half come from?

**A:** From the energy spent in polarising the metal. Describe its linear response by coordinates $X_q$ with stiffness $K_q$. Let $g_q(\mathbf r)$ be the coupling to an electron at $\mathbf r$, and let $\delta n$ be the electron density minus that of the neutral semiconductor. With $G_q=\int g_q\,\delta n\,d\mathbf r$, the energy is

$$\sum_q\left(\tfrac12K_qX_q^2+X_qG_q\right).$$

If the metal follows the electrons instantly, $X_q=-G_q/K_q$. The two terms become $+G_q^2/(2K_q)$ and $-G_q^2/K_q$, which leaves

$$U=-\sum_q\frac{G_q^2}{2K_q}=\frac12\iint\delta n(\mathbf r)\,\Delta W(\mathbf r,\mathbf r')\,\delta n(\mathbf r')\,d\mathbf r\,d\mathbf r',$$

$$\Delta W(\mathbf r,\mathbf r')=-\sum_q\frac{g_q(\mathbf r)g_q(\mathbf r')}{K_q}.$$

The last line is the energy at $\mathbf r$ caused by the response to an electron at $\mathbf r'$, as it should be. A single added point electron therefore has $U=\frac12\Delta W(z,z)=-A/z$.

The mechanical route agrees. Holding the image fixed while differentiating gives the force $-\partial_z\Delta W(z,z')|_{z'=z}=-4A/(2z)^2=-A/z^2$. Its integral from $z$ to infinity is the energy relative to infinity, $-A/z$.

**Q:** That is a point charge. My level belongs to an electron in a filled many-electron system, and it comes from a self-energy. Does the same energy appear there?

**A:** Take the static Coulomb-hole plus screened-exchange model, COHSEX. Its self-energy is

$$\Sigma(\mathbf r,\mathbf r')=\tfrac12\delta(\mathbf r-\mathbf r')\,[W-v]-P(\mathbf r,\mathbf r')\,W(\mathbf r,\mathbf r'),$$

where $v$ is the bare interaction, $P=\sum_{i\,\rm occ}\psi_i\psi_i^*$ is the occupied density matrix, and $\mathbf r$ includes spin. Replacing $W_b$ by $W$ at fixed orbitals cancels $v$ and leaves

$$\Delta\Sigma=\tfrac12\delta(\mathbf r-\mathbf r')\,\Delta W(\mathbf r,\mathbf r)-P(\mathbf r,\mathbf r')\,\Delta W(\mathbf r,\mathbf r').$$

To see what this means physically, compute the energy of adding an electron directly from $U$, to first order and with fixed orbitals. For one metal coordinate, drop the label $q$ and let $g_{ij}$ be the matrix elements of $g$. The operator $\hat g=\sum_{ij}g_{ij}c_i^\dagger c_j$, acting on a Slater determinant, returns its mean value times that determinant, plus orthogonal determinants in which an occupied $i$ is replaced by an empty $a$, with amplitudes $g_{ai}$. Its variance is thus $\sum_{i\,\rm occ}\sum_{a\,\rm emp}|g_{ai}|^2$. Since $G$ is $\hat g$ minus its neutral mean, $\langle G^2\rangle$ is this variance plus the squared change of the mean.

Now add an electron in the empty orbital $c$:

- The mean changes by $g_{cc}$, contributing $g_{cc}^2$.
- Replacements of $c$ by other empty orbitals appear, adding $\sum_{a\,{\rm emp},\,a\ne c}|g_{ac}|^2$.
- Replacements of occupied orbitals by $c$ are blocked, removing $\sum_{i\,\rm occ}|g_{ic}|^2$.

The sum is

$$\sum_{a\,\rm emp}|g_{ac}|^2-\sum_{i\,\rm occ}|g_{ic}|^2=\langle c|g^2|c\rangle-2\sum_{i\,\rm occ}|g_{ic}|^2,$$

where completeness turned the sum over all orbitals into $\langle c|g^2|c\rangle$. Multiply by $-1/(2K)$ and sum over metal coordinates. The first term becomes $\frac12\int|\psi_c|^2\Delta W(\mathbf r,\mathbf r)\,d\mathbf r$. The second becomes the expectation of $-P\,\Delta W$. Together they are $\langle c|\Delta\Sigma|c\rangle$.

**Q:** So the self-energy change is the polarisation energy of the metal. What about a filled level?

**A:** Its energy is $E(N)-E(N-1)$. The neutral $N$-electron state has no change of mean. Removing $v$ changes the mean by $-g_{vv}$, removes the replacements of $v$ by empty orbitals, and allows the other occupied orbitals to be replaced by $v$. Subtracting the $N-1$ result from the $N$ result gives

$$\sum_{a\,\rm emp}|g_{av}|^2-\sum_{i\,{\rm occ},\,i\ne v}|g_{iv}|^2-g_{vv}^2=\langle v|g^2|v\rangle-2\sum_{i\,\rm occ}|g_{iv}|^2.$$

This has the same form as before, so the same $\Delta\Sigma$ serves both levels.

If $\Delta W$ varies little over the range of $P$, its value in the exchange term can be replaced by $\Delta W(z,z)$:

$$\Delta\Sigma\simeq\tfrac12\Delta W(z,z)\,(1-2P)=-\frac Az(1-2P).$$

An empty state has $P\psi_c=0$ and shifts by $-A/z$. A filled state has $P\psi_v=\psi_v$ and shifts by $+A/z$. The local gap shrinks by $2A/z$. This also answers my first question: in this model, removing the metal's response would raise your conduction level by $A/z$.

**Q:** Then the image energy is already in my conduction level. But a band state is spread out along the interface. Surely its charge is too dilute to make an image?

**A:** Its average charge is dilute, and $g_{cc}^2$ may indeed be small. The replacements of $c$ by other empty orbitals make up the difference. In the final formula they are contained in the Coulomb-hole term, a local potential $\frac12\Delta W(\mathbf r,\mathbf r)$ that depends on $z$ alone. Spreading the state sideways does not weaken it.

**Q:** I would like to see a case where no image potential was put in by hand.

**A:** Take a toy chain of four sites perpendicular to the metal, with spacing 0.25 nm, alternating hoppings of 2.0 and 0.5 eV, and two spinless electrons in the neutral state. Its centre is 3.20 nm from the metal. The metal is represented by quantised oscillators whose static response reproduces $\Delta W$ for $\varepsilon_r=11.7$. Diagonalising electrons and oscillators together gives total energies, and their differences give the levels.

With oscillator quanta of 1000 eV, a nearly instantaneous metal, the empty level shifts by $-9.667$ meV. COHSEX gives $-9.666$ meV, and the average of $-A/z$ over the orbital gives $-9.689$ meV. The filled level has the same magnitudes with positive signs. Adding the image energy to the diagonalised empty-level shift would make it $-19.36$ meV, about twice what the total energies say.

**Q:** Does the agreement survive close to the metal?

**A:** COHSEX survives better than the simple image formula. With the first site at 0.40 nm, diagonalisation gives $-44.7$ meV for the empty level, COHSEX $-44.2$ meV and the averaged image energy $-47.0$ meV. The last two differ by the exchange term $\sum_q\sum_{i\,\rm occ}|g_{q,ic}|^2/K_q$, which is positive and no longer negligible when $\Delta W$ varies across the orbitals. This is a test of the model's algebra; a real interface at 0.4 nm is not described by a uniform permittivity.

For extended bands I also took an 80-site chain with 40 electrons and wavepackets centred near 3.0 nm, built from states near the outer edges of the two bands. For both the empty and the filled packet, the COHSEX shift was 0.9991 of the image value. For states next to the gap, which are the ones that set a barrier, the exchange term is larger. Packets of the same width built there give 0.994 of the image value in this chain, whose gap is 3 eV. With hoppings of 2.0 and 1.45 eV, a gap of about 1.1 eV, they give 0.94.

**Q:** Very well. How should I build the barrier?

**A:** Let $E_b$ be the conduction level without the metal's screening and without the depletion field. The metal-screened level is $E_m(z)=E_b-A/z$. For a field of magnitude $F$ that pulls electrons away from the metal, the profile is

$$E(z)=E_m(z)-eFz=E_b-\frac Az-eFz.$$

The field term is a separate electrostatic contribution. If your calculation did not contain the depletion field, you must still add it. What you must not add to $E_m$ is another $-A/z$.

At the maximum $A/z^2-eF=0$, so

$$z_m=\sqrt{\frac{A}{eF}},\qquad E_b-E(z_m)=\frac{A}{z_m}+eFz_m=2\sqrt{AeF}.$$

The two contributions are equal there. Counting the image twice replaces $A$ by $2A$, which multiplies both the position and the lowering by $\sqrt2$.

**Q:** Is that a visible error in a silicon contact?

**A:** Consider lightly doped n-type silicon at 300 K with $F=0.03$ MV/cm, so that $eF=3$ meV/nm. The image coefficient is $A=30.77$ meV nm. Hence

$$z_m=\sqrt{30.77/3}\ \text{nm}=3.20\ \text{nm},\qquad 2\sqrt{30.77\times3}\ \text{meV}=19.2\ \text{meV}.$$

Double counting gives 4.53 nm and 27.2 meV. The barrier is then too low by 7.96 meV. Classical thermionic current varies as $\exp(-\text{barrier}/k_BT)$, so with $k_BT=25.85$ meV the predicted current is too large by $\exp(7.96/25.85)=1.36$. At 400 K, with the other parameters held fixed, the factor is 1.26.

**Q:** I did not use the whole profile. I read one level 5 nm from the metal, removed the field term, called the result the flat-band barrier, and subtracted the standard lowering.

**A:** That double counts in part. For an ideal metal, the level at 5.0 nm already contains $-A/z=-6.15$ meV; finite metal screening, discussed below, makes this somewhat smaller. First add 6.15 meV to recover $E_b$, then subtract the full 19.2 meV. Without the first step your barrier is 6.15 meV too low. If the level is read so far away that $A/z$ is negligible, the standard lowering may be subtracted directly.

**Q:** So when is the image term legitimate?

**A:** When the level was computed with $W_b$, as in a bulk semiconductor cell, add it once. The same holds for a Kohn–Sham level from a local-density functional. Inside the semiconductor, where the density is bulk-like, its exchange-correlation potential has the bulk value and cannot carry the $-A/z$ tail.

For holes, use the hole energy, minus the valence level. The metal shifts it by $-A/z$, so a field pulling holes away from the contact gives the same lowering, and the same rule applies.

**Q:** A real metal is not an ideal mirror, though. Could its finite screening matter as much as my extra image term?

**A:** Here it matters less, but not negligibly. In a Thomas–Fermi metal with screening length $\lambda$ and background permittivity $\varepsilon_0$, the potential decays as $e^{\kappa z}$ for $z<0$, with $\kappa=\sqrt{k^2+\lambda^{-2}}$. Between the interface and the source, the semiconductor potential is proportional to $e^{kz}+r e^{-kz}$. Matching potential and normal displacement at $z=0$ gives $\varepsilon_rk(1-r)=\kappa(1+r)$, hence

$$r=\frac{\varepsilon_rk-\kappa}{\varepsilon_rk+\kappa}\simeq-(1-2\varepsilon_r\lambda k)\simeq-e^{-2kd},\qquad d=\varepsilon_r\lambda,$$

for $kd\ll1$. The extra exponential changes the image energy to $-A/(z+d)$. With $u=z+d$ the profile is $E_b-A/u-eFu+eFd$, so the lowering falls by about $eFd$ and the maximum moves towards the metal by $d$.

For a round metal density of $5\times10^{22}$ cm$^{-3}$, $\lambda=0.0604$ nm and $d\simeq0.71$ nm, which predicts a loss of about 2.1 meV. The full $r(k)$ gives 2.18 meV, with the maximum at 2.45 nm. Since $z_m$ falls as $F^{-1/2}$, the approximation worsens at higher fields. By 0.1 MV/cm the full $r(k)$ leaves no outer maximum at all, so this estimate holds only for weak fields. This result concerns the outer maximum; the abrupt-permittivity model fails within a few tenths of a nanometre of the interface.

**Q:** And the other things a device has: tunnelling, doping, a metal that needs time to respond?

**A:** The chosen permittivity, field and doping of $10^{16}$ cm$^{-3}$ are rough typical values for a lightly doped silicon contact. In the depletion approximation, which neglects mobile electrons, the depletion width is 194 nm and the band bending 0.29 eV. The decrease of the field across the depletion layer changes the lowering by only $-0.08$ meV. The doping is $3.6\times10^{-4}$ of the effective conduction-band density of states, so degeneracy is unimportant, and the field is about a tenth of a rough breakdown value.

A semiclassical estimate of transmission near the barrier top raises the current over the correct barrier by 3.3% for a mass $m=0.19\,m_e$ and 0.7% for $0.92\,m_e$ when the barrier is treated as parabolic for energies above its top. Using the true barrier shape there as well gives 2 to 3% and 0.5%. The double-counting factor is 1.35 to 1.36 either way. This estimate omits reflection from the steep inner side of the image well and from the metal surface. For the light mass, the length $\hbar^2/(mA)$ is 13 nm, longer than $z_m$, so the semiclassical picture is not reliable there. Such reflection depends on the interface and can change both the current and the double-counting factor appreciably. The factor 1.36 is therefore the error in the classical thermionic formula, not a prediction for a particular contact.

For the metal's speed, compare its interface plasmon energy, 2.33 eV with silicon's static permittivity and nearer 2.1 eV once its dispersion is allowed for, with $\hbar$ times the thermal speed divided by $z_m$, 0.032 eV for the light mass. The static image is therefore reasonable at the barrier top.

Of the device corrections estimated here, finite metal screening moves the lowering most. Real contacts can also have a barrier that varies along the interface, which I have not estimated. None of these effects justifies a second image term. The numerical output lists the values for this case.

**Q:** Then my procedure should begin by asking which interaction produced the level.

**A:** Yes. If it was $W$, keep the level's dependence on $z$ and add only the missing field. This was shown for static COHSEX at fixed orbitals, and it presumes that your calculation resolves lateral wavevectors of order $1/z$, which carry the image tail. If it was $W_b$, add the field and one image term.

## Table of computed values

```
relative permittivity: 11.7
field: 0.030 MV/cm
temperature: 300 K; kT: 25.85 meV
image coefficient A: 30.768 meV nm
Poisson test distance: 3.005 nm
ideal image, Poisson: -10.239 meV
ideal image, formula: -10.239 meV
image from work integral: -10.239 meV
toy hoppings strong, weak: 2.0, 0.5 eV; site spacing: 0.25 nm
toy chain centre: 3.203 nm; fast mode: 1000 eV
empty exact shift, fast metal: -9.667 meV
empty COHSEX shift: -9.666 meV
empty image shift: -9.689 meV
empty exact, interface mode: -9.669 meV
filled exact shift, fast metal: 9.667 meV
filled COHSEX shift: 9.666 meV
filled image shift: 9.689 meV
filled exact, interface mode: 9.669 meV
empty shift if counted twice: -19.356 meV
near chain first site: 0.40 nm
near empty exact: -44.652 meV
near empty COHSEX: -44.241 meV
near empty image: -46.987 meV
packet centre, width: 3.0, 0.6 nm
packet COHSEX/image, empty: 0.9991
packet COHSEX/image, filled: 0.9991
correct barrier position: 3.203 nm
correct barrier lowering: 19.215 meV
double-counted position: 4.529 nm
double-counted lowering: 27.174 meV
spurious extra lowering: 7.959 meV
thermionic current error factor: 1.361
error factor at 400 K: 1.260
level read at: 5.0 nm
image already in that level: -6.154 meV
metal electron density: 5.00e+22 cm^-3
Thomas-Fermi length: 0.0604 nm
Thomas-Fermi barrier position: 2.454 nm
Thomas-Fermi change in lowering: -2.178 meV
Si masses, light and heavy: 0.19, 0.92 m_e
quantum current gain, light: 1.0331
quantum current gain, heavy: 1.0070
current error with tunnelling, light: 1.351
current error with tunnelling, heavy: 1.358
doping: 1.0e+16 cm^-3; depletion: 194.0 nm
band bending: 0.291 eV
field-variation change in lowering: -0.080 meV
interface plasmon energy: 2.330 eV
electron transit energy: 0.0318 eV
doping / conduction-state density: 3.64e-04
field / rough breakdown field: 0.10
```
